3s exchange splitting in Mn²⁺: multiplet gap versus eigenvalue difference

The 3s exchange splitting of Mn²⁺: multiplet gap and spin-polarized eigenvalue difference

Problem

A free Mn²⁺ ion is in its ground term 1s²2s²2p⁶3s²3p⁶3d⁵ ⁶S, with five parallel 3d spins and S = 5/2. A photon removes one 3s electron. Work nonrelativistically and write κ = e²/(4πε₀).

(a) With frozen orbitals, the same for both spins, find the splitting of the final states of 3s¹3d⁵ in terms of a radial integral, and evaluate it with Hartree–Fock orbitals.
(b) Find ε↓ − ε↑ for the 3s orbital with the same orbitals, and relate it to (a).
(c) Compare with self-consistent unrestricted Hartree–Fock (UHF) and local-spin-density (LSDA) eigenvalues, including a frozen unpolarized core as in the projector augmented-wave (PAW) method, and with the measured splitting.

First estimate by scaling

The remaining 3s electron lowers its energy by an exchange integral K for each 3d electron of the same spin, and has none with electrons of opposite spin. Counting five 3d electrons gives a splitting near 5K. The product of an s and a d orbital is a quadrupolar charge cloud, so K is a quadrupole term of the Coulomb interaction, of size κ r_<²/(5 r_>³); the factor 1/5 is derived below. Take the Hartree–Fock mean radii, 45.61 pm for 3s and 58.22 pm for 3d, as typical r_< and r_>. With κ = 2.307×10⁻²⁸ J m,

κ/r_> = 2.307×10⁻²⁸ J m / 58.22×10⁻¹² m = 3.963×10⁻¹⁸ J = 24.7 eV,

5K ≈ 24.7 eV × (45.61/58.22)² = 24.7 eV × 0.614 = 15.2 eV.

The estimate treats the 3s spin as simply up or down along the 3d spin. Whether that counting is right is the content of (a) and (b).

Exact solution

The integrals. Write each orbital as (P(r)/r) Y(Ω) with ∫P² dr = 1 and real spherical harmonics Y; m labels the five real d functions. Define (pq|rs) = κ∬ φ_p(1)φ_q(1) φ_r(2)φ_s(2)/r₁₂. The multipole expansion is

1/r₁₂ = Σ_k (r_<^k / r_>^(k+1)) (4π/(2k+1)) Σ_q Y_kq(Ω₁) Y_kq(Ω₂).

Since Y₀₀ = (4π)^(−1/2) is a constant, orthonormality gives ∫Y₀₀Y₂ₘY_kq dΩ = (4π)^(−1/2) δ_k2 δ_qm. In (sm|sm′) this factor appears once for each electron, so only k = 2, q = m = m′ survives, with angular factor (4π/5)(1/4π) = 1/5:

(sm|sm′) = δₘₘ′ K,  K = G²/5,

G² = κ∬ P₃ₛ(r₁)P₃d(r₁) (r_<²/r_>³) P₃ₛ(r₂)P₃d(r₂) dr₁dr₂.

The superscript of G² is the multipole order. K is the electrostatic self-interaction of the cloud φ_sφ_m and is therefore positive. In (ss|mm′) electron 1 gives ∫Y₀₀Y₀₀Y_kq dΩ = (4π)^(−1/2) δ_k0, electron 2 then gives (4π)^(−1/2) δₘₘ′, and the factor is 4π(1/4π) = 1, so (ss|mm′) = δₘₘ′F⁰ with F⁰ = κ∬P₃ₛ²(r₁)P₃d²(r₂)/r_> dr₁dr₂.

The Hamiltonian within 3s¹3dⁿ. The interaction is ½Σ(pq|rs) a†_pσ a†_rτ a_sτ a_qσ, summed over orbitals and spins. The nucleus and the closed shells supply a spherical, spin-independent one-electron operator, which adds a constant at fixed occupation numbers. The terms that couple s to d and keep one electron in 3s have one s and one d index among the creators and likewise among the annihilators. Each occurs twice (electrons 1 and 2 interchanged), which cancels the ½. The direct terms give F⁰ n_s n_d. The exchange terms give

H_ex = K Σₘ Σ_στ a†_sσ a†_mτ a_sτ a_mσ = −K Σₘ Σ_στ (a†_sσ a_sτ)(a†_mτ a_mσ),

where the sign comes from a†_mτ a_sτ = −a_sτ a†_mτ for different orbitals. The terms σ = τ are n_s↑n_m↑ + n_s↓n_m↓. With n↑ = n/2 + s_z and n↓ = n/2 − s_z the cross terms cancel and the sum is ½n_s n_m + 2s_z s_mz. The terms σ ≠ τ are s₊s_m₋ + s₋s_m₊ = 2(s_x s_mx + s_y s_my). Because K does not depend on m, the sum over m collects the total d spin S_d (in units of ħ):

H = const + H_dd + nF⁰ − K(n/2 + 2 s·S_d).

H_dd, the repulsion among d electrons, commutes with S_d, so the parent term of 3dⁿ is conserved.

(a) For parent spin S and total spin S′, squaring s + S_d gives 2 s·S_d = S′(S′+1) − S(S+1) − 3/4. For S′ = S + ½, (S+½)(S+3/2) = S² + 2S + 3/4, leaving S. For S′ = S − ½, (S−½)(S+½) = S² − 1/4, leaving −(S+1). With the prefactor −K the high-spin state lies lower, and

E(S−½) − E(S+½) = K[S + (S+1)] = (2S+1) G²/5.

This is Van Vleck's formula. For Mn²⁺ it gives E(⁵S) − E(⁷S) = 6G²/5.

Interaction terms that change n_s by one connect 3s¹3d⁵ to 3s²3d⁴ and 3d⁶. At M_S = 2 the first has one hole in the 3d↑ shell and the second one 3d↓ electron over a full 3d↑ shell, so both are L = 2. H conserves L, and the two S terms are untouched. For other n this protection can fail: 3s3d ¹D mixes with 3d² ¹D.

(b) A determinant has energy Σᵢhᵢ + ½Σᵢⱼ(Jᵢⱼ − δ_σᵢσⱼ Kᵢⱼ). Deleting spin orbital i removes hᵢ + Σⱼ(Jᵢⱼ − δ_σᵢσⱼ Kᵢⱼ) = εᵢ, the expectation value of F_σ = h + J[ρ] − K[ρ_σ]; the term j = i vanishes because Jᵢᵢ = Kᵢᵢ. The mean removal energy is thus −εᵢ (Koopmans' theorem). With common spatial orbitals the closed shells contribute equally to both spins, so F↓ − F↑ = K[ρ↑] − K[ρ↓] is the exchange operator of the 2S parallel d electrons, and

ε↓ − ε↑ = 2SK = G² for S = 5/2.

The results of (a) and (b) differ by (2S+1)/2S = 6/5. The reason lies in the two final determinants. Removing 3s↓ leaves all open spins up, M_S = S + ½, a pure high-spin state, so its binding energy is −ε↓. Removing 3s↑ leaves D = 3s↓ times the parent with M = S, which is not a spin eigenstate. Let w be its high-spin weight. In D the spin-flip parts of 2 s·S_d have zero mean, so ⟨2 s·S_d⟩ = 2(−½)(S) = −S. Equating this to the weighted eigenvalues,

−S = wS − (1−w)(S+1) = w(2S+1) − (S+1),  so w = 1/(2S+1).

The mean energy of D lies (1−w)(2S+1)K = 2SK above the high-spin state, which is (b). So −ε↑ is the centre of gravity of two lines, at an energy where no line exists. In the sudden approximation, with equal transition amplitudes for both spins, the high-spin line has intensity 1 + w and the low-spin line 1 − w, a ratio low:high of 2S/(2S+2) = 5/7. For S → ∞ the d spin becomes a classical axis and the ratio of (a) to (b) tends to one, their difference remaining K; for S = ½ they differ by a factor of two.

Numbers. The orbitals come from restricted open-shell Hartree–Fock (ROHF) in an uncontracted even-tempered Gaussian basis of 18 s, 12 p and 8 d functions with exponent ratio 2.4. Closed-shell orbitals can be mixed among themselves without changing the energy; here 3s is the third s eigenfunction of ½(F↑ + F↓). Radial quadrature gives G² = 11.097 eV, so

K = 11.097/5 = 2.2194 eV,  6K = 13.317 eV = 2.134×10⁻¹⁸ J,  5K = 11.097 eV = 1.778×10⁻¹⁸ J.

The frozen binding energies are 115.710 eV (⁷S) and 129.027 eV (⁵S). The Fock values are ε↓ = −115.710 eV and ε↑ = −126.807 eV, and 115.710 + (5/6)(13.317) = 126.807. A coarser basis moves G² to 11.100 eV. Near the basis-set limit G² is 11.099 eV, F⁰ is 25.249 eV and the 3d mean radius 58.20 pm; the absolute 3s binding energies and eigenvalues quoted here and in (c) become smaller in magnitude by 0.014 to 0.017 eV, while the spin differences move by at most 0.003 eV. Defining 3s with F↑ or F↓ instead of their mean gives G² = 11.085 or 11.111 eV. So about 0.01 eV is meaningful for G² and 0.02 eV for the absolute levels; the third decimal serves only to follow the arithmetic. The numerical check tests K against four-index Gaussian integrals, and tests gaps, weights and total spins by diagonalising H among determinants: for high-spin d¹ to d⁴ (same orbitals, one 3s electron imposed) the gaps are 2K to 5K, and for d⁵ (3s occupation free) the gap is 6K.

(c) Relaxed orbitals. Let F_σ|s_σ⟩ = ε_σ|s_σ⟩ with F_σ Hermitian. In ⟨s↑|F↓ − F↑|s↓⟩ let F↓ act to the right and F↑ to the left:

(ε↓ − ε↑)⟨s↑|s↓⟩ = ⟨s↑|F↓ − F↑|s↓⟩.

In UHF, F↓ − F↑ = K[3d↑] + K[core↑] − K[core↓], where the core includes 3s and 3p. The first term repeats the angular algebra above with P₃ₛ↑ for one electron and P₃ₛ↓ for the other. With overlap 0.99997, the 3d part is 11.108 eV and the core-polarization part 0.166 eV, and 11.108 + 0.166 = 11.274 eV (1.806×10⁻¹⁸ J) matches the eigenvalues −115.585 and −126.859 eV. This is 1.6% above G² and 15% below 6G²/5, each relative to the frozen value named. Self-consistency barely moves the result of (b) and does not supply the factor 6/5.

In LSDA the Hartree potential is common to both spins, so F↓ − F↑ = v_xc↓ − v_xc↑, a local spherical function. Its exchange part uses the uniform-gas energy per electron of spin σ, −(3/4π)κ k_σ with k_σ = (6π²n_σ)^(1/3). The energy density scales as n_σ^(4/3), so its derivative is 4/3 of the energy per electron:

v_xσ = −κ k_σ/π = −κ(6n_σ/π)^(1/3).

With Vosko–Wilk–Nusair (VWN5) correlation, ∫P₃ₛ↑P₃ₛ↓(v_xc↓ − v_xc↑)dr divided by the overlap is 5.931 − 0.815 = 5.116 eV (8.20×10⁻¹⁹ J), exchange minus correlation, equal to the difference of the eigenvalues −98.026 and −103.141 eV up to rounding. The identity is tested for both methods.

The LSDA value is less than half of G². Orbital shape is not the cause: LSDA orbitals give G² = 10.788 eV, only 2.8% below the ROHF value. The operator differs. With n_σ = n/2 ± μ/2, to first order in the magnetisation density μ,

v_x↓ − v_x↑ ≈ κ(6/π)^(1/3) μ / [3(n/2)^(2/3)],

so closed-shell density in the denominator dilutes the local splitting, whereas K[3d↑] does not involve the closed shells. This dilution does not by itself fix the size of the reduction: with the closed shells removed from the density, the full exchange potential v_xσ (not its first-order form, since the 3d density alone is completely polarized) gives a splitting of about 25 eV for the 3s level, more than twice G², so the undiluted local operator does not reproduce K[3d↑] either.

A frozen-core PAW calculation keeps the core density unpolarized, and a core level can be evaluated afterwards in the all-electron potential inside the sphere. An atomic model of this averages the LSDA core density and P₃ₛ² over spin and keeps the 3d↑ density as the only magnetisation. It gives 5.082 eV, which is 0.034 eV or 0.7% below the self-consistent 5.116 eV. For this ion removing the spin polarization of the core costs little (the model takes the core and 3d densities from the ion itself, so the error of a core frozen in a different reference atom is not tested). The change of 0.034 eV is small beside the 5.98 eV by which the LSDA difference lies below G².

Correlation within the n = 3 shell. Measured 3s splittings in ionic Mn(II) compounds are roughly 6 eV, about half of 6K. One cause is the configuration 3s²3p⁴3d⁶, reached by moving one 3p electron into the 3s hole and another into 3d; it has the same even parity as 3s¹3p⁶3d⁵. It has no ⁷S term. With 12 electrons in nine orbitals, M_S = 3 requires nine ↑ electrons, which fill 3s, 3p and 3d and have L = 0. The three ↓ electrons of this configuration are one s, one p and one d, which couple to L = 1, 2 or 3 only. So it can mix with ⁵S and not with ⁷S.

Configuration interaction (CI) in the frozen 3s, 3p, 3d orbitals at M_S = 2, with eight ↑ and four ↓ electrons, has 9 × 126 = 1134 determinants. The weight of 3s²3p⁴3d⁶ is zero to rounding in ⁷S and 0.338 in the main ⁵S state, and the main splitting drops to 4.45 eV (7.12×10⁻¹⁹ J); the program tests the selection rule and the reduction. Weights are taken with respect to D, that is, from an uncorrelated initial state. The main septet line keeps 0.1656 of its total 1/6. The quintet total 5/6 is divided into 0.5508 in the main line and 0.0969, 0.0622 and 0.1172 at 21.66, 23.16 and 41.50 eV above ⁷S, with a small remainder. With orbitals near the basis-set limit the four quintet lines move to 4.44, 21.65, 23.14 and 41.49 eV and the weights change by at most 0.0004, so these CI energies are good to about 0.02 eV within the model. The septet part of D is √(1/6) times the spin-lowered M_S = 3 determinant, and overlaps with eigenstates do not depend on M_S, so 3s↓ removal feeds each septet line six times as strongly as 3s↑ removal. The main-line ratio is therefore 0.5508/(7 × 0.1656) = 0.475, against 5/7 = 0.714.

The septet and quintet parts of D are the frozen states of (a), and the weighted mean of the eigenvalues over which a state spreads is its expectation value of H. Van Vleck's 6K therefore survives as the distance between the quintet and septet centres of gravity. The four listed quintet lines have their weighted mean (2.45 + 2.10 + 1.44 + 4.86)/0.827 = 13.1 eV above the main ⁷S line. This is not yet the distance between the centres of gravity: it omits the unlisted quintet remainder, and it is measured from the main septet line, while the septet centre also includes the weight 1/6 − 0.1656 that lies outside this main line. Both corrections matter, because the quintet remainder includes weak lines more than 100 eV up. With all lines included the quintet centre lies about 14.0 eV and the septet centre about 0.7 eV above the main ⁷S line, and their difference is 6K = 13.3 eV.

Comparison

The scaling value κ/r_> = 24.7 eV lies 2% below the computed F⁰ = 25.245 eV, but this closeness combines two errors of opposite sign: r_> is never smaller than the 3d radius, which puts F⁰ below κ⟨1/r⟩ for 3d, while 1/⟨r⟩ is itself below ⟨1/r⟩. For exchange the estimate 5K ≈ 15.2 eV is 37% above the computed G² = 11.10 eV. In G² both radii run over the same cloud P₃ₛP₃d, so the ratio of mean radii only stands in for its width. The cloud also changes sign at the two 3s nodes, and its integral is below one by the Cauchy–Schwarz inequality. A cloud of integral √(11.10/15.2) = 0.85 would close the gap. The actual |∫P₃ₛP₃d dr| is 0.87, which scales the estimate to 15.2 × 0.87² = 11.5 eV; since the radial factor is only a stand-in, this agreement is suggestive and not a derivation.

The counting in the estimate was that of (b). It belongs to the eigenvalue difference, 11.10 eV frozen and 11.27 eV in UHF, while the two frozen-orbital lines are 13.32 eV apart. The corresponding scaling figure for the lines is (6/5)(15.2) = 18.2 eV, with the same 37% excess.

Against the rough measured 6 eV, Van Vleck's formula is about twice too large for the main lines, and the intrashell CI, at 4.45 eV, overcorrects. That CI omits orbital relaxation, correlation outside the n = 3 shell, relativity and the ligands, and the calculation does not show which of these matters most. Correlation in the initial state, also omitted, changes the intensities but not the distance between two final states. The LSDA difference of 5.1 eV falls near the measured size, but it is a matrix element of a ground-state local potential, with no spin coupling of the hole and no 3s²3p⁴3d⁶ admixture, and it predicts neither the satellites nor the intensity ratio.

Computed values

```
basis (count, smallest exponent in a0^-2) s,p,d: ((18, 0.2), (12, 0.2), (8, 0.11)), ratio 2.4
e^2/(4 pi eps0): 2.307078e-28 J m
ROHF total energy: -31268.64 eV
virial ratio -V/T: 2.00002 
<r> 3s: 45.61 pm
<r> 3d: 58.22 pm
G2(3s,3d) radial quadrature: 11.0972 eV
K = G2/5: 2.2194 eV
K from four-index integral: 2.2194 eV
F0(3s,3d): 25.245 eV
Van Vleck (2S+1)K: 13.317 eV
Van Vleck (2S+1)K: 2.1336e-18 J
CI d^1: gap 4.439 eV = 2.0000 K, weights 0.5000 0.5000
CI d^2: gap 6.658 eV = 3.0000 K, weights 0.3333 0.6667
CI d^3: gap 8.878 eV = 4.0000 K, weights 0.2500 0.7500
CI d^4: gap 11.097 eV = 5.0000 K, weights 0.2000 0.8000
CI d^5: gap 13.317 eV = 6.0000 K, weights 0.1667 0.8333
binding energy 7S: 115.710 eV
binding energy 5S: 129.027 eV
frozen eps 3s up: -126.807 eV
frozen eps 3s down: -115.710 eV
weighted mean binding, 3s-up removal: 126.807 eV
frozen eps_down - eps_up: 11.097 eV
frozen eps_down - eps_up: 1.7780e-18 J
ratio CI gap / frozen eigenvalue difference: 1.2000 
intensity 5S:7S frozen: 0.7143 
UHF <S^2>: 8.7507 
UHF eps 3s up: -126.859 eV
UHF eps 3s down: -115.585 eV
UHF overlap |<up|down>|: 0.99997 
UHF 3d exchange part: 11.108 eV
UHF core polarization part: 0.166 eV
UHF eps_down - eps_up: 11.274 eV
UHF eps_down - eps_up: 1.8064e-18 J
LSDA eps 3s up: -103.141 eV
LSDA eps 3s down: -98.026 eV
LSDA eps_down - eps_up: 5.116 eV
LSDA eps_down - eps_up: 8.1962e-19 J
LSDA radial integral of v_down - v_up: 5.116 eV
LSDA exchange part: 5.931 eV
LSDA correlation part: -0.815 eV
LSDA unpolarized frozen core estimate: 5.082 eV
G2 from LSDA 3s-up and 3d orbitals: 10.788 eV
3s3p3d CI determinants: 1134 
3s3p3d CI main splitting: 4.446 eV
3s3p3d CI main splitting: 7.1231e-19 J
weight 3s2 3p4 3d6 in 7S: 1.4e-27 
weight 3s2 3p4 3d6 in main 5S: 0.338 
main 7S weight, 3s-up removal: 0.1656 
5S line at 4.45 eV above 7S, weight 0.5508
5S line at 21.66 eV above 7S, weight 0.0969
5S line at 23.16 eV above 7S, weight 0.0622
5S line at 41.50 eV above 7S, weight 0.1172
intensity main 5S:7S with CI: 0.4751 
coarse basis ((15, 0.22), (10, 0.22), (7, 0.12)), ratio 2.8
coarse basis: G2 11.100 eV, UHF difference 11.278 eV
```
